# From a screened hybrid kernel to the Wannier exciton equation, part 2

How closely does the exciton of a hybrid functional follow the hydrogen-like Wannier equation? Units are Ry, bohr and electron masses (\(\hbar=1\), \(e^2=2\)). The Fock interaction is \(w(r)=(2/r)[1/\varepsilon+(\alpha-1/\varepsilon)\mathrm{erfc}(\gamma r)]\), with transform
\[ w(q)=\frac{8\pi}{\varepsilon q^2}+\Big(\alpha-\frac1\varepsilon\Big)\frac{8\pi}{q^2}\Big(1-e^{-q^2/4\gamma^2}\Big). \tag{10}\]
The one-spin density matrix \(D\) (\(D^0\) in the ground state) enters the Kohn–Sham matrix \(F_{pq}\) through the exchange term \(-\sum_{rs}(pr|w|sq)D_{rs}\), and \(i\,\delta\dot D=[F^0,\delta D]+[\delta F,D^0]\). With \(i,j\) occupied and \(a,b\) empty, this gives \([A-B(\omega+A^*)^{-1}B^*]X=\omega X\). Here \(A\) contains \(\epsilon_a-\epsilon_i\), the attraction \(-(ab|w|ji)\), and Hartree and local terms, the latter with kernel \(f\). The Tamm–Dancoff approximation (TDA) drops \(B\). A finite-difference test on a water molecule confirmed these matrices.

The bands obey
\[ \epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}=E_g+\frac{k^2}{m_e^*}+\frac{k^2}{m_h^*}=E_g+\frac{k^2}{\mu},\qquad \frac1\mu=\frac1{m_e^*}+\frac1{m_h^*}. \tag{2}\]
Let \(\mathbf q=\mathbf k-\mathbf k'\), and let \(\mathbf G\) be a reciprocal lattice vector. The \(\mathbf G=0\) Hartree term combines a vanishing pair density with a diverging Coulomb factor, so it is evaluated at a small exciton momentum \(\mathbf Q\).

Keeping only \(8\pi/(\varepsilon q^2)\), unit overlaps and parabolic bands gives the Wannier equation. With \(\varrho=r/a\), \(a=\varepsilon/\mu\) and \(E_b=\mu/\varepsilon^2=1/(\mu a^2)\), its operator is \(-\nabla^2-2/\varrho\) in units of \(E_b\), with levels \(-E_b/n^2\) relative to \(E_g\). The 1s state is \(\phi=(\pi a^3)^{-1/2}e^{-r/a}\), with radial function \(u_0=2\varrho e^{-\varrho}\), and \(e^{-r/a}\) has the transform
\[ \frac{4\pi}{k}\int_0^\infty r\sin(kr)e^{-r/a}dr=\frac{4\pi}{k}\,\mathrm{Im}\frac{1}{(1/a-ik)^2}=\frac{8\pi a^3}{(1+k^2a^2)^2}. \tag{13}\]
In this state \(\langle\varrho^{-1}\rangle=1\), \(\langle\varrho^{-2}\rangle=2\), \(\langle\varrho^2\rangle=3\). A constant \(J/V\) in \(A\), with \(V\) the crystal volume, acts as \(J\delta(\mathbf r)\). Let \(x=E_b/E_g\). All shifts below refer to the 1s level.

## 8. The term \(\mathbf k=\mathbf k'\)

On a discrete mesh the term \(\mathbf q=0\) of \(w\) diverges. In real space it is a constant \(c\) added to \(w\). Orthonormality gives \((pr|c|sq)=c\,\delta_{pr}\delta_{sq}\), so \(F\) changes by \(-cD\): occupied levels drop by \(c\), empty levels stay, and the gap grows by \(c\). In \(A\) the term \(-(ab|w|ji)\) changes by \(-c\,\delta_{ab}\delta_{ij}\), which cancels the change of \(\epsilon_a-\epsilon_i\). The excitation energy does not depend on \(c\), while gap and binding energy each do. In the water test a constant of 0.2 Ry moves the gap by 0.2 Ry and leaves the finite-difference matrix \(A+B\) unchanged.

A cubic mesh of spacing \(2\pi/L\) without \(\mathbf q=0\) replaces \(1/r\) by \(v_L=L^{-3}\sum_{\mathbf q\ne0}(4\pi/q^2)e^{i\mathbf q\cdot\mathbf r}\). Its Laplacian is \(-4\pi L^{-3}\sum_{\mathbf q\neq0}e^{i\mathbf q\cdot\mathbf r}=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/L^3\), with \(\mathbf R\) on the cubic lattice of period \(L\). For \(r<L\) the difference \(v_L-1/r\) therefore has Laplacian \(4\pi/L^3\). Since \(\nabla^2r^2=6\), it equals \(2\pi r^2/(3L^3)\) plus a harmonic function, and the spherical average of a harmonic function is its value at the centre. That value scales as \(1/L\) and is written \(-\xi/L\); an Ewald sum gives \(\xi=2.8373\). Averaging \((2/\varepsilon)v_L\) over the 1s density, whose weight beyond \(r=L\) is exponentially small,
\[ \langle w\rangle_L=\frac{2}{\varepsilon a}-\frac{2\xi}{\varepsilon L}+\frac{4\pi a^2}{\varepsilon L^3}. \tag{14}\]
The test sums \(8\pi/(\varepsilon q^2)\) times the form factor \((1+q^2a^2/4)^{-2}\), which is (13) with \(a\to a/2\) divided by \(\pi a^3\), over the mesh. To order \(1/L\) the omission is the constant \(c=-2\xi/(\varepsilon L)\). If it is made in both the ground state and the kernel, gap and binding energy fall by the same amount and \(\omega\) is unaffected at this order. If the gap is held at its converged value, \(\omega\) rises by \(2\xi/(\varepsilon L)\).

## 9. Short-range terms

Let \(U(\varrho)\) be a spherical potential of range \(R\ll1\) in scaled units, not necessarily weak. The s-wave equations are \(u_0''=(1-2/\varrho)u_0\) and \(u''=(\kappa^2-2/\varrho+U)u\). Multiply the second by \(u_0\), the first by \(u\), and subtract: \((u_0u'-uu_0')'=(\kappa^2-1+U)uu_0\). The left side integrates to zero because both functions vanish at 0 and \(\infty\). The shift of the energy \(-\kappa^2\) from \(-1\) is then
\[ \Delta E/E_b=1-\kappa^2=\int Uuu_0\,d\varrho\Big/\int uu_0\,d\varrho . \]
Inside the range, \(u_0\approx2\varrho\), and the Coulomb and energy terms change \(u\) by relative amounts of order \(R\), so \(u\approx C\chi\) with \(\chi''=U\chi\), \(\chi(0)=0\). Outside the range \(\chi\) is a straight line, normalized as \(\chi=\varrho-\tilde a_s\), which defines the scattering length \(a_s=a\tilde a_s\). If \(|\tilde a_s|\ll1\), then \(u\approx u_0\) for \(\varrho\gg R,|\tilde a_s|\), which fixes \(C=2\) and makes the denominator 1. Integration by parts gives \(\int U\chi\varrho=\int\varrho\chi''=[\varrho\chi'-\chi]_0^{\rm outside}=\tilde a_s\). Hence, to leading order in \(R\) and \(\tilde a_s\),
\[ \Delta E/E_b=4a_s/a. \tag{15}\]
For weak \(U\), \(\chi\approx\varrho\) and \(\tilde a_s=\int U\varrho^2d\varrho\), which in physical units is the Born value \(a_s=(\mu/4\pi)\int U\,d^3r\), because \(E_ba^2=1/\mu\).

For a contact term \(a_s=\mu J/4\pi\) and \(\Delta E=E_b\,\mu J/(\pi a)=J/(\pi a^3)\). For the erfc term \(U=-2(\alpha-1/\varepsilon)\mathrm{erfc}(\gamma r)/r\), the volume integral is minus the \(q\to0\) constant of (10), \(-2\pi(\alpha-1/\varepsilon)/\gamma^2\). Define the strength \(\lambda=\mu(\alpha-1/\varepsilon)/\gamma=(\alpha\varepsilon-1)/(\gamma a)\). Then \(a_s=-\lambda/(2\gamma)\) and
\[ \Delta E/E_b=-\frac{2\lambda}{\gamma a}=-\frac{2(\alpha\varepsilon-1)}{(\gamma a)^2}\qquad(|\lambda|\ll1,\ \gamma a\gg1). \tag{16}\]
The term vanishes for \(\alpha=1/\varepsilon\), a global hybrid. Beyond the Born limit, the variable \(t=\gamma r\) turns the zero-energy equation into \(\chi''=-2\lambda\,\mathrm{erfc}(t)\chi/t\), so \(\gamma a_s\) depends on \(\lambda\) alone.

Diagonalization at \(\gamma a=200\) and 400, extrapolated in \(1/(\gamma a)\), gives \(-1.9998\) for the coefficient \(-2\) in (16). At \(\lambda=0.5\) the zero-energy equation gives \(\gamma a_s=-0.369\) against the Born value \(-0.25\), and the diagonalized shift at \(\gamma a=500\) is 1.007 times (15). The contact formula is tested to 2% on a weak, narrow Gaussian. At fixed \(\mu\), \(\alpha\), \(\gamma\) and growing \(\varepsilon\), \(a_s\) tends to a constant while \(a\propto\varepsilon\), so the relative shift falls as \(1/\varepsilon\), unless \(a_s\) diverges. This describes the lowest exciton only while \(\lambda\) stays below the threshold \(\lambda_c\) of Part 11. Above it \(a_s\) becomes finite again, until it diverges at the next threshold. Where \(|a_s|\ll a\), the level near \(-E_b\) still follows (15), but the short-range term binds a compact state below the whole series: at \(\lambda=3\), \(\gamma a=500\) the parabolic model has a level near \(-2.9\,\gamma^2/\mu\).

## 10. Band shape, overlaps and the coupling \(B\)

These three corrections need Bloch functions, and a \(\mathbf k\cdot\mathbf p\) model supplies them. In a basis of four band-edge functions (two bands, two spins) take
\[ H(\mathbf k)=m\beta+P\,\boldsymbol\alpha\cdot\mathbf k,\qquad \beta=\sigma_z\otimes1,\quad\alpha_i=\sigma_x\otimes\sigma_i . \]
The four matrices anticommute with each other and square to 1, so \(H^2=E^2\) with \(E=\sqrt{m^2+P^2k^2}\), and the projectors on conduction and valence states are \(\Lambda_\pm=(1\pm H/E)/2\). From \(\sqrt{1+y}=1+y/2-y^2/8+\dots\),
\[ 2E=2m+\frac{P^2k^2}{m}-\frac{P^4k^4}{4m^3}+\dots \]
Comparison with (2) fixes \(m=E_g/2\) and \(P^2=m/\mu\); the two masses are equal. The band length is \(\ell=P/m\), and \((\ell/a)^2=1/(m\mu a^2)=E_b/m=2x\). The dimensionless coupling \(\eta=2/(\varepsilon P)\) has \(\eta^2=4\mu/(\varepsilon^2m)=8x\). The coefficients below belong to this model and to the channel chosen next.

At \(\mathbf G=0\) the exchange interaction is diagonal in the basis functions, so \(\delta F(\mathbf k)=-\int w(q)\,\delta D(\mathbf k')\) as \(4\times4\) matrices, where \(\int\) stands for \(\int d^3k'/(2\pi)^3\) and \(w=8\pi/(\varepsilon q^2)\). The matrix \(\Gamma=\sigma_y\otimes1\) anticommutes with \(\beta\) and \(\alpha_i\), so \(\Lambda_\pm\Gamma=\Gamma\Lambda_\mp\). Take the component of frequency \(\omega\) as \(\delta D=\Lambda_+\Gamma\phi_++\Lambda_-\Gamma\phi_-\). At zero momentum the trace of any interband amplitude vanishes, so, as in Part 4, the \(\mathbf G=0\) Hartree term must be examined at small \(\mathbf Q\). The density is then \(\mathrm{tr}[\Lambda_\pm(\mathbf k+\mathbf Q)\Gamma\Lambda_\mp(\mathbf k)]=\mathrm{tr}[\Gamma\Lambda_\mp(\mathbf k+\mathbf Q)\Lambda_\mp(\mathbf k)]\), a combination of the traces of \(\Gamma\), \(\Gamma\beta\propto\sigma_x\otimes1\), \(\Gamma\alpha_i\propto\sigma_z\otimes\sigma_i\), \(\Gamma\beta\alpha_i\propto1\otimes\sigma_i\) and \(\Gamma\alpha_i\alpha_j=\sigma_y\otimes\sigma_i\sigma_j\). All of these vanish, so this channel carries no \(\mathbf G=0\) density at order \(Q\) and the term drops out. The same traces show that the channel has no dipole coupling to light: it is a dark exciton. With primes for \(\mathbf k'\), the anticommutator is the number \(HH'+H'H=2g\), \(g=m^2+P^2\mathbf k\cdot\mathbf k'\). Sandwiching it between \(\Lambda_\pm\) and using \(H\Lambda_\pm=\pm E\Lambda_\pm\) gives \(\Lambda_\pm H'\Lambda_\pm=\pm(g/E)\Lambda_\pm\). Hence
\[ \Lambda_\pm\Lambda'_\pm\Lambda_\pm=\mathcal F\Lambda_\pm,\quad \Lambda_\pm\Lambda'_\mp\Lambda_\pm=(1-\mathcal F)\Lambda_\pm,\quad \mathcal F=\tfrac12\Big(1+\frac{g}{EE'}\Big). \]
With \(D^0=\Lambda_-\), \([\delta F,D^0]=\Lambda_+\delta F\Lambda_--\Lambda_-\delta F\Lambda_+\), and \([H,\Lambda_\pm\Gamma]=\pm2E\Lambda_\pm\Gamma\). Moving \(\Gamma\) to the right, \(\Lambda_+\Lambda'_\pm\Gamma\Lambda_-=\Lambda_+\Lambda'_\pm\Lambda_+\Gamma\), and likewise for the other block. The channel closes:
\[ \omega\phi_+=A\phi_++B\phi_-,\quad-\omega\phi_-=B\phi_++A\phi_-,\quad A=2E-w\mathcal F,\quad B=-w(1-\mathcal F), \]
with \(w\mathcal F\) and \(w(1-\mathcal F)\) read as integral kernels. The projector identities for the \(+-\) block are tested with explicit matrices.

The quartic term is treated in first order. The 1s equation gives \(k^2\phi\to(2/\varrho-1)\phi\) in scaled units, so \(\langle k^4\rangle a^4=\langle(2/\varrho-1)^2\rangle=8-4+1=5\). Also \(P^4/(4m^3)=1/(4\mu^2m)=1/(2\mu^2E_g)\). The shift is \(-5/(2\mu^2a^4E_g)=-\tfrac52xE_b\).

For the overlap put \(\mathbf y=\ell\mathbf k\). To second order \(g/EE'=(1+\mathbf y\cdot\mathbf y')(1-y^2/2)(1-y'^2/2)=1-|\mathbf y-\mathbf y'|^2/2\), so \(1-\mathcal F=\ell^2q^2/4\). The lost attraction \(w(1-\mathcal F)=2\pi\ell^2/\varepsilon\) is a repulsive contact term, and its shift is \(2\ell^2/(\varepsilon a^3)=2\cdot2x\cdot E_b=+4xE_b\), by \(1/(\varepsilon a)=E_b\). In the TDA the two band effects leave \(+\tfrac32xE_b\) at leading order.

Beyond the TDA the shift is \(-\langle\phi|B(\omega+A)^{-1}B|\phi\rangle\). The intermediate momenta will turn out to be \(k\sim1/\ell\gg1/a\). There the kernel can be taken at \(\mathbf k'=0\), where \(1-\mathcal F=(1-m/E)/2\), so \((B\phi)(k)=-\phi(\mathbf r{=}0)(4\pi/\varepsilon k^2)(1-m/E)\), and \(\omega+A\approx2m+2E\). With \(d^3k/(2\pi)^3=k^2dk/2\pi^2\), \(k=t/\ell\), \(e=E/m=\sqrt{1+t^2}\) and \(t^2=(e-1)(e+1)\),
\[ \Delta E=-\frac{1}{\pi a^3}\frac{8}{\varepsilon^2}\int\frac{dk}{k^2}\frac{(1-m/E)^2}{2m+2E}=-\frac{4\ell I}{\pi a^3\varepsilon^2m},\qquad I=\int_0^\infty\frac{(e-1)\,dt}{e^2(e+1)^2}. \]
The integrand goes as \(t^2/8\) at small \(t\), so the region \(k\sim1/a\) contributes a negligible fraction. Substitute \(t=\sinh\theta\), \(s=\tanh(\theta/2)\), for which \(e=(1+s^2)/(1-s^2)\), \(e-1=2s^2/(1-s^2)\), \(e+1=2/(1-s^2)\), \(dt=e\cdot2ds/(1-s^2)\). Then
\[ I=\int_0^1\frac{s^2(1-s^2)}{1+s^2}ds=\int_0^1\Big[2-s^2-\frac{2}{1+s^2}\Big]ds=\frac53-\frac\pi2=0.09587 . \]
The prefactor is \((\ell/a)(\varepsilon a)^{-2}/m=\sqrt{2x}\,E_b^2/m=\sqrt{2x}\cdot2x\,E_b\), so
\[ \Delta E/E_b=-\frac{8\sqrt2}{\pi}\Big(\frac53-\frac\pi2\Big)x^{3/2}=-0.3453\,x^{3/2}. \tag{17}\]
The sign is negative because \(\omega+A\) is positive. In this model the TDA error is smaller than the overlap and band terms by a factor of order \(\sqrt x\). This holds for \(w=8\pi/(\varepsilon q^2)\) alone. It does not carry over when other parts of \(B\) survive: the Hartree and local terms in channels with a charge density, a spin-dependent local kernel (this channel carries a spin density, Part 12), or the erfc part of \(w\), which contributes at the momenta \(k\sim1/\ell\) unless \(\alpha=1/\varepsilon\) or \(\gamma\ell\gg1\). These are short-range terms that do not fall with \(1/\varepsilon\), and their second-order shift is proportional to \(|\phi(0)|^2\propto a^{-3}\). At fixed masses and gap it falls relative to \(E_b=1/(\mu a^2)\) only as \(1/a\propto\sqrt x\). The program diagonalizes \(A\) and the full problem in an s-type Gaussian basis at two small values of \(x\) and extrapolates linearly in \(\sqrt x\). It finds \(-2.498\), \(3.995\) and \(-0.3452\) for the three coefficients.

## 11. No long-range exchange

If the long-range fraction is zero, as in hybrids of the HSE type, the attraction is \(-2\alpha\,\mathrm{erfc}(\gamma r)/r\) and the zero-energy equation of Part 9 applies with \(\lambda_0=\mu\alpha/\gamma\). By the oscillation theorem the number of bound s states equals the number of nodes of \(\chi\). Inside the range \(\chi\) has finitely many nodes and outside it is a straight line with at most one. For \(l(l+1)>2\lambda_0\max[t\,\mathrm{erfc}(t)]\) the effective potential is positive everywhere. For the finitely many smaller \(l\) the centrifugal term is positive and raises every level, so each has no more radial levels than \(l=0\). The number of bound states is finite and there is no Rydberg series. For small \(\lambda_0\) the slope \(\chi'\) stays positive and there is no node; the first node enters from infinity when the outer slope vanishes, and there \(a_s\) diverges. Integration of the equation puts this at \(\lambda_c=1.424\). A bound state also exists precisely when some trial function has \(\langle k^2\rangle<\lambda_0\langle2\,\mathrm{erfc}(t)/t\rangle\), so \(1/\lambda_c\) is the largest ratio of the second average to the first; a Gaussian basis gives the same 1.424. The threshold holds for parabolic bands and ignores the other short-range terms. With \(1/\varepsilon>0\), a strength \(\lambda\) near \(\lambda_c\) violates \(|a_s|\ll a\), and (15) does not apply.

## 12. Worked example

Take round model parameters: \(m_e^*=m_h^*=0.2\), \(\varepsilon=10\), \(E_g=0.1\) Ry, \(\alpha=0.25\), \(\gamma=0.1\) bohr\(^{-1}\), and a contact term \(J=20\) Ry bohr\(^3\), standing for the Hartree, local and \(\mathbf G\neq0\) terms, spread as a normalized Gaussian \(\propto e^{-r^2/s^2}\) with \(s=5\) bohr. Then
\[ \mu=\frac{0.2\times0.2}{0.4}=0.1,\qquad a=\frac{10}{0.1}=100\ \text{bohr}=5.29\ \text{nm},\]
\[ E_b=\frac{0.1}{100}=0.001\ \text{Ry}=13.6\ \text{meV},\qquad x=0.01. \]
The levels are \(-1.000\times10^{-3}\), \(-2.500\times10^{-4}\) and \(-1.111\times10^{-4}\) Ry from the formula and from diagonalization, and \(\omega_{1s}=0.1-0.001=0.099\) Ry.

For the erfc term \(\alpha\varepsilon-1=1.5\), \(\gamma a=10\), \(\lambda=0.15\). Equation (16) gives \(-2\times1.5/100=-0.0300\,E_b\). The scattering length \(-0.828\) bohr in (15) gives \(-0.0331\,E_b\). Diagonalization gives \(-0.0298\,E_b\), closer to the Born value than to (15). Two corrections to the Born value have opposite signs. The scattering length enlarges it by 10%. The fall of the density over the range reduces it: with \(e^{-2\varrho}\approx1-2\varrho\), \(\int t\,\mathrm{erfc}\,t\,dt=1/4\) and \(\int t^2\mathrm{erfc}\,t\,dt=1/(3\sqrt\pi)\), both by partial integration, the first-order value is multiplied by \(1-8/(3\sqrt\pi\gamma a)\), a loss of 15%. These two do not account for the diagonalized value in full, and higher terms are not derived here.

The contact formula gives \(20/(\pi\times10^6)/0.001=0.0064\,E_b\) against \(0.0055\,E_b\) from diagonalization, 14% lower. The Gaussian has \(\langle r\rangle=2s/\sqrt\pi\), so the same expansion yields the factor \(1-4s/(\sqrt\pi a)\), a loss of 11%, and the second-order shift of a ground state is negative, which is the direction of the remainder.

The band model has \(P=\sqrt{0.05/0.1}=0.707\) Ry bohr and \(\eta=2/7.07=0.283\). The leading and diagonalized shifts in units of \(E_b\) are \(-0.025\) and \(-0.0226\) for the band shape, \(+0.040\) and \(+0.0301\) for the overlaps, \(-0.000345\) and \(-0.000344\) beyond the TDA. The first two fall 10% and 25% short of their leading values, a size compatible with next terms of relative order \(\eta\). The third agrees within 1%, far better than that estimate suggests; this is a cancellation among the higher terms at this value of \(x\), since the deviation is larger at smaller \(x\), 1.4% at \(x=0.0025\) and 1.0% at \(x=0.000625\).

The diagonalized shifts add to \(-0.0298+0.0055-0.0226+0.0301-0.0003\approx-0.017\,E_b\), a binding of \(0.00102\) Ry or 13.8 meV, about 2% above the Wannier value. The sum is smaller than three of its terms, and it omits cross terms, such as the overlap factor acting on the erfc part, whose range of 10 bohr is similar to \(\ell=0.707/0.05\approx14\) bohr. With the full \(w\) of (10) in the band model, the joint erfc and band shift is \(-0.0235\,E_b\) against \(-0.0227\,E_b\) for the separate terms, but its part beyond the TDA grows to about \(-0.002\,E_b\), some six times the value of (17). It also joins terms from different channels. The band shifts belong to the dark channel \(\Gamma\). If the band-edge functions are an s level and a p level of total angular momentum 1/2, the pair charge density of that channel is proportional to \(\mathrm{tr}\,\sigma_i=0\), so the Hartree term and the charge-density kernel \(f\) do not act on it. The pair does carry a spin density, proportional to \(\mathrm{tr}(\sigma_i\,\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat r_i\), and a spin-dependent local functional acts on it through its spin kernel, which for Slater exchange equals \(f\); that term is not included in the band model. The sum indicates deviations of a few percent of \(E_b\) and fixes them no more finely. The model also leaves out other bands, mass anisotropy, valence degeneracy, phonons and frequency-dependent screening.

On a mesh with \(L=12a=1200\) bohr, (14) reads
\[ 0.002-\frac{2\times2.8373}{12000}+\frac{4\pi\times10^4}{10\times1200^3}=0.002-0.00047288+0.00000727=0.00153439\ \text{Ry}, \]
equal to the explicit sum. At fixed gap the attraction lost is \(0.00047\) Ry, 47% of \(E_b\) and larger than any of the shifts above. With the same \(\mu\), \(\alpha\) and \(\gamma\) and no long-range exchange, \(\lambda_0=0.1\times0.25/0.1=0.25\) lies below 1.424, and the parabolic model has no bound exciton.

## Numbers as computed

```
water 6-31G: alpha=0.25, eps=10.0, gamma=0.3 1/bohr, Slater factor 0.75
water max |Jacobian - (A+-B)| = 1.67893e-07 Ry
water orbital gap = 0.639356 Ry
water lowest TDA singlet = 0.557445 Ry
gap shift for constant kernel of 0.2 Ry = 0.2 Ry
1D Bloch reduction max error = 1.39858e-17 Ry
erfc Born coefficient, extrapolated (formula -2) = -1.99978
shift/(4 a_s/a) at mu*dalpha/gamma=0.5, gamma*a=500 = 1.00731
gamma*a_s at strength 0.5 (Born -strength/2) = -0.36904
nonparabolic coefficient, extrapolated (formula -5/2) = -2.49807
overlap coefficient, extrapolated (formula 4) = 3.99467
beyond-TDA coefficient, extrapolated = -0.345176
beyond-TDA coefficient, formula = -0.345255
integral I (formula 5/3-pi/2) = 0.0958703
inputs: me=0.2, mh=0.2 m_e, eps=10.0, Eg=0.1 Ry, alpha=0.25
inputs: gamma=0.1 1/bohr, J=20.0 Ry bohr^3, s=5.0 bohr
mu = 0.1 m_e
a = 100 bohr
a = 5.29177 nm
Eb = 0.001 Ry
Eb = 13.6057 meV
x=Eb/Eg = 0.01
n=1: formula -1.000000e-03 Ry, diagonalized -1.000000e-03 Ry
n=2: formula -2.500000e-04 Ry, diagonalized -2.500000e-04 Ry
n=3: formula -1.111111e-04 Ry, diagonalized -1.111111e-04 Ry
omega_1s Wannier = 0.099 Ry
alpha*eps-1 = 1.5
gamma*a = 10
mu(alpha-1/eps)/gamma = 0.15
a_s of erfc term = -0.828177 bohr
erfc shift, Born contact = -0.03 Eb
erfc shift, 4a_s/a = -0.0331271 Eb
erfc shift, diagonalized = -0.0298397 Eb
contact shift J/(pi a^3) = 0.0063662 Eb
contact shift, diagonalized = 0.00550469 Eb
P = 0.707107 Ry bohr
coupling 2/(eps P) = 0.282843
nonparabolic shift: leading -0.025 Eb, diagonalized -0.022594 Eb
overlap shift: leading 0.04 Eb, diagonalized 0.030062 Eb
beyond TDA shift: leading -0.00034525 Eb, diagonalized -0.00034441 Eb
sum of separate shifts = -0.0172116 Eb
binding with summed shifts = 0.00101721 Ry
binding with summed shifts = 13.8399 meV
Madelung constant xi = 2.8373
mesh period L = 1200 bohr
<w> continuum = 0.002 Ry
<w> mesh without q=0, summed = 0.00153439 Ry
<w> mesh without q=0, formula = 0.00153439 Ry
critical mu*alpha/gamma, ODE = 1.42439
critical mu*alpha/gamma, Gaussians = 1.42439
example mu*alpha/gamma (no long-range exchange) = 0.25
```
